# The Theta Term: Vanishing Photon Vertex, Surface Hall Conductance and Witten Charge

## 1. What symmetry and dimensions fix

Look for Lagrangian densities of the electromagnetic field that are gauge invariant, Lorentz invariant, quadratic in the fields and free of further derivatives. There are two candidates, \(E^2-c^2B^2\) and \(\mathbf E\cdot\mathbf B\). The first gives Maxwell's theory. The second is odd under parity, which reverses \(\mathbf E\) alone, and odd under time reversal, which reverses \(\mathbf B\) alone.

The product \(\mathbf E\cdot\mathbf B\) has the unit \(\mathrm{V^2\,s\,m^{-3}}\), and a Lagrangian density has the unit \(\mathrm{J\,m^{-3}}\). The coefficient therefore has the unit \(\mathrm{J\,V^{-2}\,s^{-1}}=\mathrm{S}\): it is a conductance. This limits what the term can do. A conductance that jumps at a surface can appear as a sheet conductance, and a conductance times a magnetic flux is a charge. These are the two effects derived below.

Dimensions do not fix the pure number in front, since \(\varepsilon_0c\) is also a conductance. We define the angle \(\theta\) by

\[
\mathcal L=\frac{\varepsilon_0}{2}(E^2-c^2B^2)+\kappa\theta\,\mathbf E\cdot\mathbf B,\qquad
\kappa=\frac{1}{2\pi}\frac{e^2}{h}=\frac{e^2}{4\pi^2\hbar}.
\]

Here \(e>0\) is the elementary charge. The function \(\theta(t,\mathbf x)\) is a prescribed background, not a dynamical field, and \(\varepsilon_0,\mu_0\) hold everywhere. Section 4 shows why this normalization makes \(\theta\) an angle.

## 2. The term is a total derivative

Take the metric \((+,-,-,-)\), \(x^0=ct\), \(A_\mu=(\phi/c,-\mathbf A)\), \(F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu\) and \(\epsilon^{0123}=+1\). With \(\mathbf E=-\nabla\phi-\partial_t\mathbf A\) and \(\mathbf B=\nabla\times\mathbf A\), the components are

\[
F_{0i}=E_i/c,\qquad F_{ij}=-\epsilon_{ijk}B_k .
\]

Define \(\tilde F^{\mu\nu}=\tfrac12\epsilon^{\mu\nu\rho\sigma}F_{\rho\sigma}\). In \(\tfrac12\epsilon^{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}\) the index 0 can stand in four places, and the four contributions are equal. Exchanging the indices within a pair changes two signs, and exchanging the pairs is an even permutation. Hence

\[
F_{\mu\nu}\tilde F^{\mu\nu}
=2\,\epsilon_{ijk}\frac{E_i}{c}(-\epsilon_{jkl}B_l)
=-\frac4c\,\mathbf E\cdot\mathbf B ,
\]

where \(\epsilon_{ijk}\epsilon_{jkl}=2\delta_{il}\). The theta term is thus \(\mathcal L_\theta=-(\kappa c\theta/4)F\tilde F\).

Each \(F\) contributes two equal terms under the antisymmetric symbol, so

\[
F\tilde F=2\epsilon^{\mu\nu\rho\sigma}\partial_\mu A_\nu\,\partial_\rho A_\sigma
=\partial_\mu\!\left(2\epsilon^{\mu\nu\rho\sigma}A_\nu\partial_\rho A_\sigma\right).
\]

The extra term produced by pulling out the derivative contains \(\epsilon^{\mu\nu\rho\sigma}\partial_\mu\partial_\rho A_\sigma\). It vanishes because the derivatives commute.

The same statement in vector form follows from three product rules:

\[
\begin{aligned}
\partial_t(\mathbf A\cdot\mathbf B)&=\partial_t\mathbf A\cdot\mathbf B-\mathbf A\cdot(\nabla\times\mathbf E),\\
\nabla\cdot(\phi\mathbf B)&=\nabla\phi\cdot\mathbf B,\\
\nabla\cdot(\mathbf E\times\mathbf A)&=\mathbf A\cdot(\nabla\times\mathbf E)-\mathbf E\cdot\mathbf B .
\end{aligned}
\]

The first uses Faraday's law and the second uses \(\nabla\cdot\mathbf B=0\). Their sum is \((\partial_t\mathbf A+\nabla\phi)\cdot\mathbf B-\mathbf E\cdot\mathbf B=-2\mathbf E\cdot\mathbf B\), so

\[
\mathbf E\cdot\mathbf B=-\tfrac12\left[\partial_t(\mathbf A\cdot\mathbf B)+\nabla\cdot(\phi\mathbf B+\mathbf E\times\mathbf A)\right].
\]

For constant \(\theta\) the action is a boundary term. It does not change the field equations wherever the potentials are smooth.

## 3. The two-photon vertex

Insert two incoming waves, \(A_\nu=a_{1\nu}e^{-ik_1\cdot x}+a_{2\nu}e^{-ik_2\cdot x}\), and keep the part of the action that contains both amplitudes. Each derivative gives \(-ik\), so the two cross terms of \(F\tilde F\) are

\[
2(-i)^2\epsilon^{\mu\nu\rho\sigma}
\left(k_{1\mu}a_{1\nu}k_{2\rho}a_{2\sigma}+k_{2\mu}a_{2\nu}k_{1\rho}a_{1\sigma}\right)e^{-i(k_1+k_2)\cdot x}.
\]

They are equal, because exchanging the pairs is even, and they add to \(-4\epsilon^{\mu\nu\rho\sigma}k_{1\mu}a_{1\nu}k_{2\rho}a_{2\sigma}\) times the exponential. Multiplication by \(-\kappa c\theta/4\) and integration give

\[
S_{12}=\kappa c\,\tilde\theta(q)\,\epsilon^{\mu\nu\rho\sigma}k_{1\mu}a_{1\nu}k_{2\rho}a_{2\sigma},
\]

\[
q=k_1+k_2,\qquad \tilde\theta(q)=\int dt\,d^3x\,\theta\,e^{-iq\cdot x}.
\]

The Feynman vertex is \(iS_{12}/\hbar\). An outgoing photon is described by \(k\to-k\) and a complex-conjugated amplitude.

Now write \(k_2=q-k_1\). The part with \(k_1\) twice vanishes by antisymmetry, so \(k_2\) may be replaced by \(q\). For constant \(\theta\), \(\tilde\theta(q)\) is proportional to a delta function that enforces \(q=0\), and \(q_\rho\,\delta^4(q)=0\). The vertex vanishes.

Neither \(k^2=0\) nor transversality was used, so the result also holds when the vertex sits on an internal photon line.

The cancellation can be seen in the fields. Let \(\phi=0\), let \(\mathbf a_1,\mathbf a_2\) be perpendicular to \(\mathbf k\), and let the second wave have \((-\omega,-\mathbf k)\). Then

\[
\mathbf E_1=i\omega\mathbf a_1,\quad \mathbf E_2=-i\omega\mathbf a_2,\quad
\mathbf B_1=i\mathbf k\times\mathbf a_1,\quad \mathbf B_2=-i\mathbf k\times\mathbf a_2,
\]

\[
\mathbf E_1\cdot\mathbf B_2+\mathbf E_2\cdot\mathbf B_1
=\omega\left[\mathbf a_1\cdot(\mathbf k\times\mathbf a_2)+\mathbf a_2\cdot(\mathbf k\times\mathbf a_1)\right]=0 .
\]

Each product alone can be nonzero; the sum is zero. The Maxwell combination for the same waves is \(\mathbf E_1\cdot\mathbf E_2-c^2\mathbf B_1\cdot\mathbf B_2=(\omega^2-c^2k^2)\,\mathbf a_1\cdot\mathbf a_2\), which in general survives off shell.

### A varying angle

Integration by parts gives \(\int dt\,d^3x\,(\partial_\rho\theta)e^{-iq\cdot x}=iq_\rho\tilde\theta(q)\). The vertex becomes

\[
S_{12}=-i\kappa c\,\epsilon^{\mu\nu\rho\sigma}k_{1\mu}a_{1\nu}\,\widetilde{(\partial_\rho\theta)}(q)\,a_{2\sigma},
\]

where the wide tilde denotes the same Fourier integral. The gradient of \(\theta\) supplies the missing momentum.

For a planar step \(\Delta\theta=\theta_2-\theta_1\) at \(z=0\), with \(\theta_1\) below and \(\theta_2\) above, \(\partial_z\theta=\Delta\theta\,\delta(z)\). Its transform contains delta functions for the frequency and the in-plane momentum but does not depend on \(q_z\). The step can therefore absorb any normal momentum.

With \(\rho=3\), the other three indices are 0, 1 and 2. The vertex contains tangential potentials and derivatives along the surface. In position space, integrating the vector identity of Section 2 by parts gives the surface action

\[
S_\theta=\frac{\kappa\Delta\theta}{2}\int dt\,dx\,dy\,
\left[\phi B_z+(\mathbf E\times\mathbf A)_z\right]_{z=0},
\]

up to terms on the remote boundary. This is a Chern–Simons action.

## 4. Why theta is an angle

The boundary term may be discarded for smooth potentials that vanish sufficiently fast far away. Potentials that are not single-valued are different. Take a box that is periodic in \(x,y,z\) and in time, with uniform \(B_z\) and \(E_z\). The wave function of a charge \(e\) closes on itself, up to a gauge transformation, if the fluxes are

\[
\int B_z\,dx\,dy=n_1\frac he,\qquad \int E_z\,dt\,dz=n_2\frac he ,
\]

with integers \(n_1,n_2\), because the phase \(e\times\text{flux}/\hbar\) must be a multiple of \(2\pi\). For these fields

\[
S_\theta=\kappa\theta\,n_1n_2\left(\frac he\right)^2
=\frac{e^2}{4\pi^2\hbar}\frac{h^2}{e^2}\,n_1n_2\theta=n_1n_2\hbar\theta .
\]

The weight \(e^{iS_\theta/\hbar}\) does not change under \(\theta\to\theta+2\pi\), but it does depend on \(\theta\). Adding smooth periodic potentials to these fields changes neither the fluxes nor \(S_\theta\): the added fields average to zero over the box, and their own \(\mathbf E\cdot\mathbf B\) is a total derivative of periodic functions. The two-photon vertex for constant \(\theta\) therefore vanishes for every choice of \(n_1,n_2\). The angle enters only through the phase \(n_1n_2\theta\) that belongs to the fluxes.

## 5. Charge and current from a changing angle

Define the induced sources by \(\delta S_\theta=\int dt\,d^3x\,(-\rho_\theta\,\delta\phi+\mathbf J_\theta\cdot\delta\mathbf A)\). This is the sign with which ordinary charge and current enter the action. The variation of the theta term is

\[
\delta S_\theta=\kappa\int dt\,d^3x\,\theta\left[\mathbf B\cdot(-\nabla\delta\phi-\partial_t\delta\mathbf A)+\mathbf E\cdot(\nabla\times\delta\mathbf A)\right].
\]

Integrating by parts with variations that vanish on the boundary gives

\[
\rho_\theta=-\kappa\nabla\cdot(\theta\mathbf B),\qquad
\mathbf J_\theta=\kappa\left[\partial_t(\theta\mathbf B)+\nabla\times(\theta\mathbf E)\right].
\]

Expand the products and use \(\nabla\cdot\mathbf B=0\) and \(\nabla\times\mathbf E+\partial_t\mathbf B=0\):

\[
\rho_\theta=-\kappa\nabla\theta\cdot\mathbf B,\qquad
\mathbf J_\theta=\kappa\left(\nabla\theta\times\mathbf E+\partial_t\theta\,\mathbf B\right).
\]

Constant \(\theta\) gives no source. Equivalently, the sources can be absorbed into

\[
\mathbf D=\varepsilon_0\mathbf E+\kappa\theta\mathbf B,\qquad
\mathbf H=\mathbf B/\mu_0-\kappa\theta\mathbf E,
\]

with \(\nabla\cdot\mathbf D=\rho\) and \(\nabla\times\mathbf H-\partial_t\mathbf D=\mathbf J\), where \(\rho,\mathbf J\) are the remaining sources. An implementation should use either these constitutive relations or the explicit \(\rho_\theta,\mathbf J_\theta\). Using both counts the effect twice.

## 6. The surface Hall conductance

For the static planar step, integrate the sources over the thickness of the wall. Tangential \(\mathbf E\) and normal \(B_z\) are continuous across a thin wall and can be taken out of the integral:

\[
\mathbf K=\kappa\Delta\theta\,\hat{\mathbf z}\times\mathbf E,\qquad
\sigma_s=-\kappa\Delta\theta\,B_z .
\]

Here \(\mathbf K\) is the sheet current and \(\sigma_s\) the surface charge density. Since \(\hat{\mathbf z}\times\mathbf E=(-E_y,E_x,0)\), the definition \(K_x=\sigma_{xy}E_y\) gives

\[
\sigma_{xy}=-\kappa\Delta\theta=\frac{e^2}{h}\,\frac{\theta_1-\theta_2}{2\pi}.
\]

The current is perpendicular to the field, so \(\mathbf K\cdot\mathbf E=0\) and the sheet dissipates nothing. Charge is conserved within the surface:

\[
\partial_t\sigma_s+\nabla\cdot\mathbf K
=-\kappa\Delta\theta\left[\partial_tB_z+\hat{\mathbf z}\cdot(\nabla\times\mathbf E)\right]=0,
\]

where \(\nabla\cdot(\hat{\mathbf z}\times\mathbf E)=-\hat{\mathbf z}\cdot(\nabla\times\mathbf E)\) and the last step is Faraday's law.

A slab shows what the sign means. Let \(\theta\) be nonzero inside the slab and zero on both sides. In fixed axes the upper face has \(\sigma_{xy}=+\kappa\theta\) and the lower face \(-\kappa\theta\). In a uniform tangential field the two currents cancel in total, although each face carries its own.

The formula gives the response of the specified profile \(\theta(z)\). A profile that ends at \(\theta_2+2\pi\) instead of \(\theta_2\) changes \(\sigma_{xy}\) by \(-e^2/h\), although the two end values are equivalent angles. The bulk angle modulo \(2\pi\) thus fixes the surface value modulo \(e^2/h\), for surfaces without fractionally charged excitations. For a real surface the description also requires an insulating surface and frequencies too low to excite it; a metallic surface adds currents that are absent here. A band insulator whose \(\theta=\pi\) is fixed by time reversal has gapless surfaces until that symmetry is broken there. The way it is broken selects the profile: \(0\to\pi\to0\) gives two faces that cancel, while \(0\to\pi\to2\pi\) gives two faces that add to \(e^2/h\) in magnitude.

### Light through the step

Let a wave of wave number \(k\) travel along \(+z\) and strike the step at normal incidence. Continuity gives \(\mathbf E_t=\mathbf E_i+\mathbf E_r\) for the transmitted, incident and reflected fields. The magnetic fields are \(\mathbf B_{i,t}=\hat{\mathbf z}\times\mathbf E_{i,t}/c\) and \(\mathbf B_r=-\hat{\mathbf z}\times\mathbf E_r/c\). In the jump condition \(\hat{\mathbf z}\times(\mathbf B_t-\mathbf B_i-\mathbf B_r)=\mu_0\mathbf K\), use \(\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf E)=-\mathbf E\):

\[
-\mathbf E_t+\mathbf E_i-\mathbf E_r=\mu_0c\,\mathbf K .
\]

Eliminate \(\mathbf E_r=\mathbf E_t-\mathbf E_i\) and set \(Z_0=\mu_0c\):

\[
\mathbf E_t+b\,\hat{\mathbf z}\times\mathbf E_t=\mathbf E_i,\qquad
b=\frac{Z_0\kappa\Delta\theta}{2}=\frac{\alpha\Delta\theta}{2\pi}.
\]

The last form uses \(\alpha=Z_0e^2/(4\pi\hbar)\), hence \(Z_0\kappa=\alpha/\pi\). For \(\mathbf E_i=E_0\hat{\mathbf x}\) the components obey \(E_{tx}-bE_{ty}=E_0\) and \(E_{ty}+bE_{tx}=0\), so

\[
\mathbf E_t=\frac{E_0}{1+b^2}(1,-b),\qquad
\mathbf E_r=-\frac{bE_0}{1+b^2}(b,1).
\]

The polarization turns by \(-\arctan b\), counted from \(x\) towards \(y\). The transmitted and reflected power fractions are \(1/(1+b^2)\) and \(b^2/(1+b^2)\), which add to one.

The sheet formula was derived for a wall width \(w\) with \(kw\ll1\). The reflected wave needs this condition, since it dies away for a wide smooth wall. The rotation is less sensitive: to first order in \(b\) it depends only on \(\Delta\theta\), and for a wide wall it tends to \(-b\) instead of \(-\arctan b\), a difference of \(1.6\times10^{-8}\) rad for \(|b|=\alpha/2\). For a smooth wall, the harmonic equations with time factor \(e^{-i\omega t}\) are

\[
E_x'=i\omega B_y,\quad E_y'=-i\omega B_x,\quad H_x'=-i\omega D_y,\quad H_y'=i\omega D_x .
\]

They contain no derivative of \(\theta\). They were integrated by an adaptive Runge–Kutta method through a cubic smoothstep profile, with a deliberately strong coupling: \(Z_0\kappa\theta\) falls from 1.5 to 0.3. The transmitted amplitude was set to one and all phases were referred to the middle of the wall. The largest component of the difference between the computed incident amplitude and the sheet result is \(9.25\times10^{-3}\), \(9.26\times10^{-4}\) and \(9.26\times10^{-5}\) for \(kw=0.1\), \(0.01\) and \(0.001\). In this range this error is proportional to the width. It lies in the component along the transmitted polarization and scales as \(b^2kw\), so it is far smaller at the physical coupling. The error of the rotation angle is proportional to \((kw)^2\).

## 7. The Witten charge

### The magnetic flux quantum

A monopole with total flux \(g\) has \(\mathbf B=g\hat{\mathbf r}/(4\pi r^2)\). No single smooth potential covers a sphere around it. With polar angle \(\eta\) and azimuth \(\chi\), use

\[
\mathbf A_N=\frac{g(1-\cos\eta)}{4\pi r\sin\eta}\hat{\boldsymbol\chi},\qquad
\mathbf A_S=-\frac{g(1+\cos\eta)}{4\pi r\sin\eta}\hat{\boldsymbol\chi},
\]

which are regular at the north and south poles respectively. Their difference is \(g\hat{\boldsymbol\chi}/(2\pi r\sin\eta)=\nabla(g\chi/2\pi)\), a gauge transformation. It multiplies the wave function of a charge \(e\) by \(e^{ieg\chi/(2\pi\hbar)}\). This factor is single-valued if \(eg/\hbar=2\pi n\), so \(g=nh/e\) with integer \(n\).

### A small core with zero angle

At the monopole \(\nabla\cdot\mathbf B\neq0\), and the simplification of the sources in Section 5 fails there. We therefore surround the monopole by a small core with \(\theta=0\), in which charges are ordinary integer multiples \(Ne\). Outside the core the angle is \(\theta\). On the wall the fields are regular and the surface result applies with the normal pointing outwards and \(\Delta\theta=\theta\):

\[
Q_{\rm wall}=-\kappa\theta\oint\mathbf B\cdot d\mathbf S=-\kappa\theta g
=-\frac{e^2\theta}{2\pi h}\,\frac{nh}{e}=-\frac{ne\theta}{2\pi}.
\]

The shape and size of the core drop out, because the flux through any closed surface around the monopole is \(g\). The core can shrink below the resolution of the observer, who then finds a particle of charge

\[
q=e\left(N-\frac{n\theta}{2\pi}\right).
\]

The same jump that gives the Hall conductance thus gives the Witten charge: the wall charge is \(-\sigma_s^{H}g\), with \(\sigma_s^{H}=\kappa\theta\) the magnitude of the Hall conductance for \(\theta>0\).

For a spherical core centred on the monopole, with any ordinary charge \(Ne\) also at the centre, the static electric field is radial. Then \(\hat{\mathbf n}\times\mathbf E=0\), no sheet current flows, and the magnetic field keeps its original form.

### Raising the angle in time

A second route shows where the charge goes. Start with \(\theta=0\) and raise the angle uniformly outside the core. There \(\nabla\theta=0\), and \(\mathbf J_\theta=\kappa\,\partial_t\theta\,\mathbf B\) flows radially outwards for \(g>0\). The charge inside a fixed sphere changes at the rate

\[
\frac{dQ}{dt}=-\kappa\frac{d\theta}{dt}\oint\mathbf B\cdot d\mathbf S=-\kappa g\frac{d\theta}{dt},
\]

which integrates to \(-\kappa\theta g\), as before.

In a body of finite size this charge collects on the outer surface. There the angle jumps from \(\theta\) back to zero, and the surface charge is \(+\kappa\theta g\). An observer outside the body finds the total charge \(Ne\); the fractional part is seen by an observer inside.

At \(\theta=2\pi\) the charges are \((N-n)e\), the same set of integers as at \(\theta=0\). At \(\theta=\pi\) with \(n=1\) they are half-integer multiples of \(e\), including the pair \(\pm e/2\).

For numerical electrostatics with a point monopole and no resolved core, \(\rho_\theta=-\kappa\nabla\cdot(\theta\mathbf B)\) contains the Witten charge. The reduced form \(-\kappa\nabla\theta\cdot\mathbf B\) misses it.

## 8. Worked values for theta equal to pi

Let a model body with \(\theta_1=\pi\) fill \(z<0\), with \(\theta_2=0\) above it. Then \(\kappa=6.1657\times10^{-6}\) S and

\[
\sigma_{xy}=\tfrac12\,(3.87405\times10^{-5}\ \mathrm S)=1.93702\times10^{-5}\ \mathrm S .
\]

- A field \(E_y=10^4\) V/m drives \(K_x=(1.937\times10^{-5})(10^4)=0.1937\) A/m.
- A normal field \(B_z=1\) T gives \(\sigma_s=\kappa\pi B_z=1.937\times10^{-5}\ \mathrm{C/m^2}\), or \(1.209\times10^{14}\) elementary charges per square metre.
- For light leaving the body, \(b=-\alpha/2\). The polarization turns by \(\arctan(\alpha/2)=3.6487\) mrad from \(x\) towards \(y\). This small angle reflects the size of \(\alpha\), although the conductance is half of \(e^2/h\). The value holds for \(\varepsilon_0\) and \(\mu_0\) inside the body; for a nonmagnetic body of refractive index \(n_r\) the angle is \(\arctan[\alpha/(n_r+1)]\), or 0.66 mrad for \(n_r=10\).

For a unit monopole in a \(\theta=\pi\) medium with \(N=0\), \(g=h/e=4.1357\times10^{-15}\) Wb and \(q=-e/2=-8.011\times10^{-20}\) C. At \(r=1\) µm,

\[
B_r=\frac{g}{4\pi r^2}=3.291\times10^{-4}\ \mathrm T,\qquad
E_r=\frac{q}{4\pi\varepsilon_0r^2}=-720.0\ \mathrm{V/m}.
\]

The distance cancels in the ratio of the fields. With \(\alpha=e^2/(2\varepsilon_0hc)\),

\[
\frac{cB_r}{|E_r|}=\frac{c\varepsilon_0g}{|q|}=\frac{2c\varepsilon_0h}{e^2}=\frac1\alpha=137.036 .
\]

The particle carries half an elementary charge, yet its field is predominantly magnetic. These values use \(\varepsilon_0\); in a medium of relative permittivity \(\varepsilon_r\) the electric field is smaller by the factor \(\varepsilon_r\) and the ratio becomes \(\varepsilon_r/\alpha\).
